# How Dense a k-Mesh Resolves a 1 nm Exciton in MoS2?

**Question.** An exciton in monolayer MoS2 has an envelope about 1 nm in radius. How many divisions along each reciprocal vector does a uniform k-mesh need for five points to fall within one inverse radius, how does that number scale, and does such a mesh also give the binding energy?

**Answer.** The count follows from two lengths, the lattice constant and the exciton radius, once "radius" has been defined. The binding energy needs a separate argument, because the electron-hole attraction is singular at zero momentum transfer.

### The mesh

Take a hexagonal layer with $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}{2})$. The conditions $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$ give

$$\mathbf b_1=\frac{2\pi}{a}\Big(1,\frac1{\sqrt3}\Big),\qquad \mathbf b_2=\frac{2\pi}{a}\Big(0,\frac2{\sqrt3}\Big),\qquad |\mathbf b_1|=|\mathbf b_2|=b=\frac{4\pi}{\sqrt3\,a}.$$

The angle between them is 60°. Two points of an $N\times N$ mesh differ by $(i\mathbf b_1+j\mathbf b_2)/N$ with integer $i,j$, and the squared distance is $(b/N)^2(i^2+j^2+ij)$. For integers that are not both zero the last bracket is at least 1, so the nearest spacing is $\Delta k=b/N$.

### The envelope

Let the relative wave function be $\psi(r)\propto e^{-r/a_X}$, and let "radius" mean the decay length $a_X$. With $k$ measured from the band edge at K, the two-dimensional transform is

$$\psi_k\propto\int_0^\infty r\,e^{-sr}J_0(kr)\,dr,\qquad s=1/a_X .$$

Since $\int_0^\infty e^{-sr}J_0(kr)\,dr=(s^2+k^2)^{-1/2}$, applying $-d/ds$ brings down the factor $r$ and gives $s\,(s^2+k^2)^{-3/2}$. Hence

$$\psi_k\propto(1+k^2a_X^2)^{-3/2}.$$

The density $|\psi_k|^2$ falls to half its peak where $(1+k^2a_X^2)^3=2$, so its full width is $2\sqrt{2^{1/3}-1}/a_X$, or 1.02 nm⁻¹ for $a_X=1$ nm. Five points per inverse radius therefore means about five points across the peak.

The weight outside a circle of radius $k$ is

$$\frac{\int_k^\infty k'(1+k'^2a_X^2)^{-3}dk'}{\int_0^\infty k'(1+k'^2a_X^2)^{-3}dk'}=(1+k^2a_X^2)^{-2}.$$

The midpoint between neighbouring K and K′ valleys is the M point, 6.63 nm⁻¹ from K. The weight beyond that distance is $5\times10^{-4}$, so the envelope of one valley hardly reaches the next. This alone does not settle the coupling between valleys, which is left out here and discussed at the end.

### The number of divisions

Requiring $n$ points per inverse radius means $b/N\le1/(n a_X)$, or

$$N\ \ge\ n\,a_X\,b=\frac{4\pi}{\sqrt3}\,\frac{n\,a_X}{a}.$$

For $a=0.316$ nm, $b=22.96$ nm⁻¹, and with $n=5$, $a_X=1$ nm,

$$N\ge5\times1\ \text{nm}\times22.96\ \text{nm}^{-1}=114.8 .$$

The answer is thus **115 divisions**. The point $\mathrm K=(\mathbf b_1+\mathbf b_2)/3$ lies on a mesh through $\Gamma$ if $N$ is a multiple of 3, which raises the number to 117. A mesh of 110 gives 4.79 points per inverse radius, so "roughly 110" is a fair round figure that falls slightly short of five.

The definition of the radius matters more than this rounding. For the exponential envelope,

$$\langle r^2\rangle=\frac{\int_0^\infty r^3e^{-2r/a_X}dr}{\int_0^\infty r\,e^{-2r/a_X}dr}=\frac{6(a_X/2)^4}{(a_X/2)^2}=\frac32a_X^2 .$$

If 1 nm is the root-mean-square (rms) electron-hole distance, then $a_X=1/\sqrt{1.5}=0.82$ nm and $N=94$.

$N$ grows linearly with the radius and with $n$. The number of mesh points grows as $N^2$, and a dense electron-hole matrix, for a fixed number of bands, as $N^4$. At $N=115$ the full zone holds 13 225 points, while a patch of radius 6 nm⁻¹ around K holds 3279, about a quarter. Restricting the matrix to the patch reduces its storage to about 6 %.

### What five points buy for the envelope

A mesh in k is equivalent to a periodic supercell of side

$$L=Na=\frac{4\pi}{\sqrt3}\,n\,a_X\approx7.26\,n\,a_X ,$$

if rounding of $N$ is ignored. For $N=115$ this is 36.3 nm. The error of a mesh sum comes from overlap with periodic images. With $A=\tfrac{\sqrt3}{2}\Delta k^2$ the area per mesh point, Poisson summation for a mesh centred at K reads

$$A\sum_{\mathbf k}F(\mathbf k)=\sum_{\mathbf R}\tilde F(\mathbf R),\qquad \tilde F(\mathbf R)=\int d^2k\,F(\mathbf k)\,e^{i\mathbf k\cdot\mathbf R},$$

where $\mathbf R$ runs over supercell vectors. The term $\mathbf R=0$ is the true integral. For the norm, $F=(1+k^2a_X^2)^{-3}$. Writing $D^{-3}=\tfrac12\int_0^\infty t^2e^{-tD}dt$ and doing the Gaussian integral over $\mathbf k$ gives, with $x=R/a_X$,

$$\tilde F=\frac{\pi}{2a_X^2}\int_0^\infty t\,e^{-t-x^2/4t}\,dt=\frac{\pi}{2a_X^2}\,\frac{x^2}{2}K_2(x),$$

where $K_2$ is a modified Bessel function. At $x=0$ the $t$-integral equals 1. The six nearest images therefore produce the relative norm error

$$\varepsilon\approx3x^2K_2(x),\qquad x=L/a_X,$$

which decays as $x^{3/2}e^{-x}$ for large $x$. It is 6.6 % for $n=1$, where direct summation gives 6.7 %. The omitted farther images are all positive, in accord with the sign of the difference. For $n=2$ the error is already $1.2\times10^{-4}$, and for $n=5$ the formula gives $1.5\times10^{-13}$. Five points draw the peak well, but the norm does not require them.

### What they do not buy: the binding energy

In the effective-mass model the binding energy $E_b$ follows from

$$\frac{\hbar^2k^2}{2\mu}\psi_{\mathbf k}-\int\frac{d^2k'}{4\pi^2}\,W(|\mathbf k-\mathbf k'|)\,\psi_{\mathbf k'}=-E_b\,\psi_{\mathbf k},\qquad W(q)=\frac{2\pi C}{q(\kappa+r_0q)} .$$

Here $\mu$ is the reduced mass, $r_0$ the screening length of the layer, $\kappa$ the dielectric constant of the surroundings and $C=e^2/4\pi\varepsilon_0=1.44$ eV nm. On the mesh the integral becomes $(A/4\pi^2)\sum_{\mathbf k'}$, and the term $\mathbf k'=\mathbf k$ is infinite.

If this term is dropped, the same diagonal energy is missing at every $\mathbf k$, so all levels shift by one constant. To estimate it, average $W$ over a disc with the area of the mini-cell, $\pi Q^2=A$, which gives $Q=0.525\,\Delta k$:

$$h_{\rm av}=\frac1{4\pi^2}\int_0^Q2\pi q\,\frac{2\pi C}{q(\kappa+r_0q)}\,dq=C\int_0^Q\frac{dq}{\kappa+r_0q}=\frac{C}{r_0}\ln\!\Big(1+\frac{r_0Q}{\kappa}\Big).$$

For $r_0Q\ll\kappa$ this is $CQ/\kappa$, proportional to $1/N$. The envelope error falls exponentially with $N$, but this one falls as a power.

Take a free-standing layer, $\kappa=1$, with $r_0=4$ nm and $\mu=0.25\,m_e$. At $N=115$, $Q=0.105$ nm⁻¹ and

$$h_{\rm av}=\frac{1.44}{4}\ln(1.419)\ \text{eV}=0.126\ \text{eV}.$$

The disc average still treats the neighbouring cells crudely, since $W$ is sampled at their midpoints although it varies strongly across them. A better constant is the difference between integral and sum for the singular attraction,

$$h=\int\frac{d^2q}{4\pi^2}W(q)g(q)-\frac{A}{4\pi^2}\sum_{\mathbf q\ne0}W(q)g(q),$$

with a smooth cutoff $g=e^{-q^2/w^2}$, $w=3$ nm⁻¹. It corrects the sum as if $\psi_{\mathbf k'}$ near $\mathbf k$ were constant apart from the smooth cutoff, so the error that remains shrinks as the envelope changes less from one mesh point to the next. At $N=115$ it gives $h=0.140$ eV.

An independent solution in real space, with 16 Gaussian functions, gives $E_b=0.570$ eV and an rms radius of 1.06 nm. The mesh energies, computed with the mesh points in the patch of radius 6 nm⁻¹ around K, are, in eV:

| $n$ | $N$ | dropped | averaged | lattice sum |
|---|---|---|---|---|
| 1 | 23 | 0.131 | 0.538 | 0.574 |
| 2 | 46 | 0.285 | 0.543 | 0.570 |
| 3 | 69 | 0.358 | 0.549 | 0.570 |
| 5 | 115 | 0.429 | 0.555 | 0.570 |

At five points per inverse radius, dropping the singular term costs 141 meV relative to the real-space value, a quarter of the binding energy. The disc average leaves an error of 15 meV, and the lattice sum one below 1 meV. With the lattice sum, even $n=2$ gives the 1s energy in this model to about 1 meV. The coarse rows depend on the cutoff width: for $w$ between 1.5 and 6 nm⁻¹ the $n=1$ entry ranges from 0.565 to 0.576 eV and the $n=2$ entry from 0.569 to 0.571 eV. The meshes with $N=23$, 46 and 115 do not contain K; centring them on K changes only the $n=1$ row visibly, by about 1.5 meV. Five points are a choice of resolution for the envelope, and convergence of the energy is governed by the treatment of $q=0$.

Setting $h_{\rm av}=10$ meV shows the price of dropping the term: $N\approx1700$. This is somewhat low, because the disc average understates the missing energy, by about a tenth at $N=115$.

### How the radius, and hence N, scales

Two limits show what controls $a_X$. When the exciton is much smaller than $r_0/\kappa$, the attraction in real space is logarithmic, $V(r)\approx(C/r_0)\ln r+\text{const}$, and $\kappa$ enters through the constant alone. Setting $r=\ell\rho$ gives a kinetic scale $\hbar^2/2\mu\ell^2$ and a potential scale $C/r_0$. They are equal for

$$\ell=\sqrt{\frac{\hbar^2r_0}{2\mu C}},\qquad\text{so}\qquad N\propto\frac na\sqrt{\frac{r_0}{\mu}} .$$

In the opposite limit, $r_0/\kappa\ll a_X$, the attraction is $-C/\kappa r$. Inserting $e^{-r/a_X}$ in the radial equation gives

$$\frac{\hbar^2}{2\mu}\Big(-\frac1{a_X^2}+\frac1{a_Xr}\Big)-\frac{C}{\kappa r}=-E_b .$$

The $1/r$ terms cancel if $a_X=\kappa\hbar^2/(2\mu C)$, and then $N\propto n\kappa/(\mu a)$. The cases below lie between these limits, so neither power law should be used for them quantitatively.

To compare states that are not pure exponentials, replace $a_X$ by the rms radius divided by $\sqrt{1.5}$ and keep $n=5$. The free-standing 1s state then needs $N\approx99$. Its peak in k is somewhat wider than that of an exponential with the same rms radius, so this mesh puts about 5.8 points across it. The 2s state, with an rms radius of 3.3 nm, needs about 310. This last figure is a size scaling only, because the 2s envelope has a node.

### Beside real MoS2

The parameters are rough values typical of monolayer MoS2, and the radius near 1 nm is consistent with them. The free-standing layer is an idealisation that encapsulation removes. Raising $\kappa$ to 4, a rough value for encapsulation, with $\mu$ and $r_0$ held fixed, lowers the model binding energy to 0.21 eV and increases the rms radius to 1.34 nm. The mesh then rises from about 99 to 126 divisions.

The parabolic band is a smaller concern. It can be replaced by a two-band honeycomb dispersion,

$$E(\mathbf k)=\sqrt{E_g^2+4t^2|f|^2}-E_g,\qquad f=1+e^{i\mathbf p\cdot\mathbf a_1}+e^{i\mathbf p\cdot(\mathbf a_1+\mathbf a_2)},\quad \mathbf p=\mathrm K+\mathbf k,$$

with a transport gap $E_g=2.5$ eV. Near K, $|f|^2\approx\tfrac34a^2k^2$, so the root expands to $\tfrac32t^2a^2k^2/E_g$, and $t$ is chosen to keep the same $\mu$. With screening and mesh unchanged, the binding energy rises by 17 meV, the rms radius shrinks to 0.98 nm and $N$ falls to about 92. The patch radius affects the last digit of the energy: extending the patch to the half of the zone nearest K makes the rise 18 meV. This dispersion contains non-parabolicity and trigonal warping, but it is a stand-in for the real bands.

Coupling between the K and K′ valleys is left out. With the two-band dispersion, and with neither spin nor Bloch-function overlaps to suppress it, the attraction at large momentum transfer would split the 1s level by about 24 meV if only the shortest transfer between two mesh points is kept. This splitting is an artefact of omitting the overlaps. K and K′ are joined by three equally long transfers, and without overlaps they add, so the splitting grows as more transfers are kept. With the Bloch overlaps of the same honeycomb model the electron and hole sit on different sublattices, the three transfers carry the phases $1,\,e^{2\pi i/3},\,e^{4\pi i/3}$ and cancel. The two 1s states then stay degenerate, as threefold rotation and time reversal require, and the other valley shifts them by only about 0.3 meV. Bloch-function overlaps, exchange, spin-orbit coupling and frequency-dependent screening are also left out, so the energies are those of the model and not predictions for a sample. For the mesh, the practical range is about 90 to 130 divisions for the 1s states considered here, at five points per inverse decay length. The numerical output below lists the main values; it does not cover the valley-coupling figures, the half-zone figure, the dependence on $w$ and mesh centring, or the peak width of the model 1s state.

## Numbers as computed

```
lattice constant a = 0.316 nm; decay length a_X = 1.00 nm
reduced mass = 0.25 m_e; r0 = 4.0 nm; kappa = 1.0
transport gap = 2.5 eV; patch radius = 6.0 1/nm
C = 1.4400 eV nm; hbar^2/(2 mu) = 0.1524 eV nm^2
reciprocal vector length |b| = 22.959 1/nm
required spacing = 0.200 1/nm
N before rounding = 114.8; N = 115; with K on mesh 117
N if 1 nm is the rms radius = 94
points per inverse radius at N = 110: 4.79
full width at half maximum of |psi_k|^2 = 1.020 1/nm
mesh points across that width at N = 115: 5.11
distance K to M = 6.63 1/nm
envelope weight beyond that distance = 5.0e-04
supercell side N a = 36.3 nm
total mesh points = 13225; points in patch = 3279
norm error, n = 1: direct sum 6.69e-02, formula 6.61e-02
norm error, n = 2: direct sum 1.17e-04, formula 1.18e-04
norm error, n = 5: formula 1.5e-13
reference 1s binding = 0.5700 eV; rms = 1.061 nm
binding energy on the mesh in eV: q=0 dropped, averaged, lattice sum
  n = 1, N =  23: 0.1308  0.5376  0.5736
  n = 2, N =  46: 0.2849  0.5431  0.5702
  n = 3, N =  69: 0.3579  0.5487  0.5697
  n = 5, N = 115: 0.4292  0.5553  0.5695
q=0 energy at N = 115: averaged 126.1 meV, lattice sum 140.3 meV
errors at N = 115: dropped -140.7 meV, averaged -14.7 meV, lattice sum -0.4 meV
N for 10 meV error with q=0 dropped = 1712
rms radius from the mesh state = 1.059 nm
N from the model 1s rms radius = 99
kappa = 4: 1s binding 0.2140 eV, rms 1.345 nm, N = 126
2s, kappa = 1: binding 0.2637 eV, rms 3.302 nm, N = 309
two-band lattice dispersion: binding 0.5866 eV, rms 0.979 nm, N = 92
```
